**Weakest-link statistics of the ramp breakdown field**

The program tests the quantile $F_p=(1/\gamma)\ln\{(\gamma R/k_0)[-\ln(1-p)/N]^{1/m}\}$ for a film of $N$ independent columns with $m$ sites each. Here $R$ is the ramp rate, $p$ the failed fraction, and $k_0e^{\gamma F}$ the rate at which a site turns defective at field $F$. A site-by-site random simulation of 3000 devices per case is asserted to follow the exact survival law, within sampling noise, for two areas and two ramp rates. Quantiles found by numerical integration and bisection of that law are asserted to agree with the formula. Further assertions cover the slopes with ramp rate, area and percentile for an exponential and a power-law rate, the mean and scatter of the breakdown field, the approach to a sharp threshold, and a ten-year hold at constant field. The output shows one model film breaking down at 6.76 MV/cm in one test and at 4.48 MV/cm in another, while the standard deviation under either set of conditions is about 0.09 MV/cm.

## Verification by program

```python
"""
Result under test: the ramp breakdown field of one and the same film depends on
area, ramp rate and failure fraction through weakest-link statistics,
  F_p = (1/gamma) ln{ (gamma R / k0) [-ln(1-p)/N]^(1/m) }   (small damage, large N).
Symbols: N = number of independent columns (area / cell area), m = sites per
column, k(F) = k0 exp(gamma F) = defect generation rate of a site, R = ramp rate,
p = failed fraction, u = time integral of k. A device fails when any one column
has all m sites defective. Units: field MV/cm, time s, area um^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid

GAMMA = 5.0            # cm/MV
K0 = 2.0e-16           # 1/s
SITES = 3
CELL_AREA = 1.0e-6     # um^2, equal to 1 nm^2
NODES, WEIGHTS = np.polynomial.legendre.leggauss(250)


def exponential_rate(field):
    return K0 * np.exp(GAMMA * field)


def power_rate(exponent, threshold=6.0):
    return lambda field: (field / threshold) ** exponent   # 1/s at threshold


def integrated_rate(rate_law, field):
    """Integral of the rate law from zero field, by Gauss quadrature."""
    return 0.5 * field * np.dot(WEIGHTS, rate_law(0.5 * field * (NODES + 1)))


def survival_from_damage(u, columns, sites):
    """Exact survival of all columns, without the small-damage limit."""
    column_failed = np.minimum((-np.expm1(-u)) ** sites, 1 - 1e-12)
    return np.exp(columns * np.log1p(-column_failed))


def exact_field(rate_law, ramp, columns, fraction, sites=SITES):
    """Quantile of the breakdown field by bisection of the exact survival."""
    low, high = 0.01, 15.0
    for _ in range(60):
        middle = 0.5 * (low + high)
        u = integrated_rate(rate_law, middle) / ramp
        if survival_from_damage(u, columns, sites) > 1 - fraction:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


def damage_quantile(columns, fraction, sites=SITES):
    return (-np.log1p(-fraction) / columns) ** (1 / sites)


def formula_field(ramp, columns, fraction):
    u = damage_quantile(columns, fraction)
    return np.log(GAMMA * ramp * u / K0) / GAMMA


print(f"gamma = {GAMMA:.1f} cm/MV, k0 = {K0:.1e} 1/s, sites per column m = {SITES}")
print(f"cell area = {CELL_AREA:.1e} um^2")

# Site-by-site simulation: every site gets its own random trial in every step.
rng = np.random.default_rng(12345)
DEVICES, STEP = 3000, 0.01


def simulate(columns, ramp):
    edges = np.arange(5.5, 8.5 + STEP / 2, STEP)
    defective = np.zeros((SITES, DEVICES, columns), dtype=bool)
    failed = []
    for start in edges[:-1]:
        chance = exponential_rate(start + STEP / 2) * STEP / ramp
        defective |= rng.random(defective.shape, dtype=np.float32) < chance
        failed.append(defective.all(axis=0).any(axis=1).mean())
    return edges[1:], np.array(failed)


print(f"Simulation: {DEVICES} devices per case, field step {STEP:.2f} MV/cm")
for columns, ramp in ((20, 1.0), (100, 1.0), (20, 10.0)):
    fields, failed = simulate(columns, ramp)
    u = K0 * np.expm1(GAMMA * fields) / (GAMMA * ramp)
    predicted = 1 - survival_from_damage(u, columns, SITES)
    deviation = np.max(np.abs(failed - predicted))
    # sampling noise of an empirical distribution is of order 1/sqrt(devices)
    assert deviation < 2 / np.sqrt(DEVICES)
    median = np.interp(0.5, failed, fields)
    exact = exact_field(exponential_rate, ramp, columns, 0.5)
    print(f" N={columns}, R={ramp:.0f} MV/cm/s: median simulated {median:.3f},"
          f" exact law {exact:.3f} MV/cm; max CDF gap {deviation:.3f}")

# One film, two test protocols; change one condition at a time.
area_a, ramp_a, fraction_a = 100.0, 10.0, 0.5
area_b, ramp_b, fraction_b = 1.0e6, 0.01, 0.01
n_a, n_b = area_a / CELL_AREA, area_b / CELL_AREA
protocols = [
    ("test A", ramp_a, n_a, fraction_a),
    ("A with area of B", ramp_a, n_b, fraction_a),
    ("also ramp of B", ramp_b, n_b, fraction_a),
    ("test B (all changed)", ramp_b, n_b, fraction_b),
]
print("Same film under changing test conditions:")
values = []
for label, ramp, columns, fraction in protocols:
    exact = exact_field(exponential_rate, ramp, columns, fraction)
    approximate = formula_field(ramp, columns, fraction)
    # neglected terms shift the field by about u/(2 gamma), 2e-4 MV/cm at most
    assert abs(exact - approximate) < 3e-4
    values.append(exact)
    print(f" {label}: A={columns * CELL_AREA:.0e} um^2, R={ramp:g} MV/cm/s,"
          f" p={fraction:g}: N={columns:.0e},")
    print(f"   u_p={damage_quantile(columns, fraction):.3e},"
          f" F_p exact {exact:.3f}, formula {approximate:.3f} MV/cm")
shifts = np.diff(values)
print(f"Shift by area {shifts[0]:.3f}, by ramp {shifts[1]:.3f},"
      f" by percentile {shifts[2]:.3f} MV/cm")
print(f"Total shift A to B = {values[-1] - values[0]:.3f} MV/cm")
ramp_decade = np.log(10) / GAMMA
area_decade = -ramp_decade / SITES
assert abs(shifts[0] / np.log10(n_b / n_a) - area_decade) < 2e-4
assert abs(shifts[1] / np.log10(ramp_b / ramp_a) - ramp_decade) < 2e-4
print(f"Per decade: ramp {ramp_decade:+.4f}, area {area_decade:+.4f} MV/cm")

# Slopes for two different rate laws and several column lengths.
print("Slopes at area of B, R = 1 MV/cm/s, median (MV/cm per unit of ln):")
half = 0.05
for name, law in (("exponential", exponential_rate), ("power n=40", power_rate(40))):
    for sites in (2, 3, 5):
        centre = exact_field(law, 1.0, n_b, 0.5, sites)
        scale = integrated_rate(law, centre) / law(centre)
        up, down = np.exp(half), np.exp(-half)
        ramp_slope = (exact_field(law, up, n_b, 0.5, sites)
                      - exact_field(law, down, n_b, 0.5, sites)) / (2 * half)
        area_slope = (exact_field(law, 1.0, n_b * up, 0.5, sites)
                      - exact_field(law, 1.0, n_b * down, 0.5, sites)) / (2 * half)
        p_up, p_down = 1 - 0.5 ** up, 1 - 0.5 ** down
        p_slope = (exact_field(law, 1.0, n_b, p_up, sites)
                   - exact_field(law, 1.0, n_b, p_down, sites)) / (2 * half)
        # finite damage changes the slopes by a relative amount u/2 < 0.002
        assert abs(ramp_slope / scale - 1) < 3e-3
        assert abs(sites * area_slope / ramp_slope + 1) < 3e-3
        assert abs(sites * p_slope / scale - 1) < 3e-3
        print(f" {name}, m={sites}: ramp {ramp_slope:.4f}, area {area_slope:.4f},"
              f" ratio {area_slope / ramp_slope:.4f}")

# Scatter within one test: moments from the exact survival curve.
spread_formula = np.pi / (np.sqrt(6) * SITES * GAMMA)
grid = np.linspace(2.0, 9.0, 3501)
base = np.array([integrated_rate(exponential_rate, f) for f in grid])
for label, ramp, columns in (("A", ramp_a, n_a), ("B", ramp_b, n_b)):
    alive = survival_from_damage(base / ramp, columns, SITES)
    mean = grid[0] + trapezoid(alive, grid)
    second = grid[0] ** 2 + 2 * trapezoid(grid * alive, grid)
    spread = np.sqrt(second - mean ** 2)
    mean_formula = (formula_field(ramp, columns, 1 - np.exp(-1))
                    - np.euler_gamma / (SITES * GAMMA))
    assert abs(mean - mean_formula) < 5e-4
    assert abs(spread - spread_formula) < 2e-4
    print(f"Conditions {label}: mean {mean:.3f}, standard deviation {spread:.4f} MV/cm")
print(f"Gumbel standard deviation = {spread_formula:.4f} MV/cm")
print(f"Total shift / standard deviation = {(values[0] - values[-1]) / spread_formula:.1f}")

# A sharp threshold recovers a single number.
u_a, u_b = damage_quantile(n_a, fraction_a), damage_quantile(n_b, fraction_b)
expected_log = np.log(ramp_a * u_a / (ramp_b * u_b))
print("Power law, rate 1 1/s at F0 = 6 MV/cm:")
for exponent in (40, 400):
    law = power_rate(exponent)
    field_a = exact_field(law, ramp_a, n_a, fraction_a)
    field_b = exact_field(law, ramp_b, n_b, fraction_b)
    assert abs((exponent + 1) * np.log(field_a / field_b) - expected_log) < 3e-3
    print(f" n={exponent}: test A {field_a:.3f}, test B {field_b:.3f} MV/cm")

# Constant field held for ten years on the devices of test A.
hold_time = 10 * constants.Julian_year
hold_field = np.log(u_a / (K0 * hold_time)) / GAMMA
hold_survival = survival_from_damage(exponential_rate(hold_field) * hold_time, n_a, SITES)
assert abs(hold_survival - 0.5) < 2e-3
dwell = integrated_rate(exponential_rate, values[0]) / ramp_a / exponential_rate(values[0])
assert abs(dwell * GAMMA * ramp_a - 1) < 1e-6
print(f"Equivalent dwell at final field, test A = {dwell:.4f} s")
print(f"Ten years = {hold_time:.3e} s; median hold field, area of A = {hold_field:.3f} MV/cm")
print(f"Main results in V/m: test A {values[0] * 1e8:.3e}, test B {values[-1] * 1e8:.3e}")
print("OK")
```

Running it gives:

```
gamma = 5.0 cm/MV, k0 = 2.0e-16 1/s, sites per column m = 3
cell area = 1.0e-06 um^2
Simulation: 3000 devices per case, field step 0.01 MV/cm
 N=20, R=1 MV/cm/s: median simulated 7.362, exact law 7.364 MV/cm; max CDF gap 0.014
 N=100, R=1 MV/cm/s: median simulated 7.239, exact law 7.241 MV/cm; max CDF gap 0.011
 N=20, R=10 MV/cm/s: median simulated 7.823, exact law 7.825 MV/cm; max CDF gap 0.021
Same film under changing test conditions:
 test A: A=1e+02 um^2, R=10 MV/cm/s, p=0.5: N=1e+08,
   u_p=1.907e-03, F_p exact 6.760, formula 6.760 MV/cm
 A with area of B: A=1e+06 um^2, R=10 MV/cm/s, p=0.5: N=1e+12,
   u_p=8.850e-05, F_p exact 6.146, formula 6.146 MV/cm
 also ramp of B: A=1e+06 um^2, R=0.01 MV/cm/s, p=0.5: N=1e+12,
   u_p=8.850e-05, F_p exact 4.764, formula 4.764 MV/cm
 test B (all changed): A=1e+06 um^2, R=0.01 MV/cm/s, p=0.01: N=1e+12,
   u_p=2.158e-05, F_p exact 4.482, formula 4.482 MV/cm
Shift by area -0.614, by ramp -1.382, by percentile -0.282 MV/cm
Total shift A to B = -2.278 MV/cm
Per decade: ramp +0.4605, area -0.1535 MV/cm
Slopes at area of B, R = 1 MV/cm/s, median (MV/cm per unit of ln):
 exponential, m=2: ramp 0.2000, area -0.1000, ratio -0.5000
 exponential, m=3: ramp 0.2000, area -0.0667, ratio -0.3333
 exponential, m=5: ramp 0.2000, area -0.0401, ratio -0.2004
 power n=40, m=2: ramp 0.1090, area -0.0545, ratio -0.5000
 power n=40, m=3: ramp 0.1221, area -0.0407, ratio -0.3333
 power n=40, m=5: ramp 0.1338, area -0.0268, ratio -0.2004
Conditions A: mean 6.746, standard deviation 0.0856 MV/cm
Conditions B: mean 4.750, standard deviation 0.0855 MV/cm
Gumbel standard deviation = 0.0855 MV/cm
Total shift / standard deviation = 26.6
Power law, rate 1 1/s at F0 = 6 MV/cm:
 n=40: test A 5.709, test B 4.324 MV/cm
 n=400: test A 6.004, test B 5.836 MV/cm
Equivalent dwell at final field, test A = 0.0200 s
Ten years = 3.156e+08 s; median hold field, area of A = 2.063 MV/cm
Main results in V/m: test A 6.760e+08, test B 4.482e+08
OK
```
